# Viscosity and Momentum-Relaxing Time from Two No-Slip Channel Resistances: verification in Python

```python
# Result under test: for a no-slip channel of width W and probe spacing L,
#   R = m L / (n e^2 tau W F(x)),  F(x) = 1 - tanh(x)/x,  x = W/(2 D),
#   D = sqrt(nu tau),
# and two widths give a unique viscosity nu and momentum-relaxing time tau.
# g(x) = d ln F / d ln x controls uniqueness and error propagation.
# Working units: micrometre, picosecond, ohm; 1 um^2/ps = 1 m^2/s.
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, solve_toeplitz

e, hbar, kB = const.e, const.hbar, const.k
mass = 0.067 * const.m_e
density = 3.0e15            # m^-2
length = 60.0               # um
W1, W2 = 3.0, 12.0          # um
nu_true, tau_true = 0.03, 40.0   # um^2/ps, ps (used to make the data)
temperature = 20.0          # K


def F(x):
    return 1 - np.tanh(x) / x


def g(x):
    t = np.tanh(x)
    return (t / x - (1 - t**2)) / (1 - t / x)


def drude_factor(n):
    """m/(n e^2) in ohm ps."""
    return mass / (n * e**2) * 1e12


def resistance(width, mean_response, n=density):
    """mean_response = width-averaged velocity / acceleration, in ps."""
    return drude_factor(n) * length / (width * mean_response)


def invert(R1, R2, w1, w2, n):
    """Return nu, tau, D from two resistances; accepts arrays."""
    q = np.asarray(R1 * w1 / (R2 * w2), dtype=float)
    assert np.all((q > 1) & (q < (w2 / w1)**2)), "no physical solution"
    low = np.full(q.shape, np.log(0.01))
    high = np.full(q.shape, np.log(300.0))
    for _ in range(60):
        mid = 0.5 * (low + high)
        D = np.exp(mid)
        too_small = F(w2 / (2 * D)) / F(w1 / (2 * D)) < q
        low = np.where(too_small, mid, low)
        high = np.where(too_small, high, mid)
    D = np.exp(0.5 * (low + high))
    tau = drude_factor(n) * length / (R2 * w2 * F(w2 / (2 * D)))
    return D**2 / tau, tau, D


def finite_difference_response(width, nu, tau, points=4000):
    """Solve nu u'' - u/tau + 1 = 0 with u = 0 at the walls."""
    h = width / (points + 1)
    bands = np.zeros((3, points))
    bands[0, 1:] = -nu / h**2
    bands[1] = 2 * nu / h**2 + 1 / tau
    bands[2, :-1] = -nu / h**2
    u = solve_banded((1, 1), bands, np.ones(points))
    return u.sum() * h / width


# Synthetic data from the differential equation, rounded like meter readings
D_true = np.sqrt(nu_true * tau_true)
R_fd = [resistance(w, finite_difference_response(w, nu_true, tau_true))
        for w in (W1, W2)]
for w, value in zip((W1, W2), R_fd):
    formula = resistance(w, tau_true * F(w / (2 * D_true)))
    assert abs(value / formula - 1) < 1e-5
R1, R2 = round(R_fd[0], 0), round(R_fd[1], 1)
nu, tau, D = (float(v) for v in invert(R1, R2, W1, W2, density))
assert abs(nu / nu_true - 1) < 3e-3 and abs(tau / tau_true - 1) < 3e-3
x1, x2 = W1 / (2 * D), W2 / (2 * D)
g1, g2 = g(x1), g(x2)
gap = g1 - g2

# Uniqueness: g from differentiation, 1/g as a mean, its slope as a variance
for x in (0.3, 1.0, 3.0, 8.0):
    s = 1e-4
    slope = (np.log(F(x * np.exp(s))) - np.log(F(x * np.exp(-s)))) / (2 * s)
    assert abs(slope - g(x)) < 1e-6
    k = np.arange(1, 61)
    weights = np.array([(2 * x)**(2 * j + 1) / factorial(2 * j + 1)
                        for j in range(1, 61)])
    weights /= weights.sum()
    mean_k = np.sum(weights * k)
    variance_k = np.sum(weights * (k - mean_k)**2)
    assert abs(1 / g(x) - (mean_k - 0.5)) < 1e-8
    slope_inv = (1 / g(x * np.exp(s)) - 1 / g(x * np.exp(-s))) / (2 * s)
    assert abs(slope_inv - 2 * variance_k) < 1e-5 * (1 + variance_k)
assert np.all(np.diff(g(np.geomspace(0.05, 200, 400))) < 0)
assert abs(F(W2 / 2e-3) / F(W1 / 2e-3) - 1) < 1e-3
assert abs(F(W2 / 2e3) / F(W1 / 2e3) / (W2 / W1)**2 - 1) < 1e-3


def log_errors(b1, b2, ga=g1, gb=g2):
    """Linear changes of ln nu and ln tau."""
    d = ga - gb
    return np.array([((2 - gb) * b1 - (2 - ga) * b2) / d,
                     (gb * b1 - ga * b2) / d])


# Sensitivities against finite differences of the complete inversion
base = np.array([R1, R2, W1, W2, density])
b_unit = [(1, 0), (0, 1), (1 + g1, 0), (0, 1 + g2), (1, 1)]
for i, b in enumerate(b_unit):
    s = 1e-4
    up, down = base.copy(), base.copy()
    up[i] *= np.exp(s)
    down[i] *= np.exp(-s)
    numeric = (np.log(np.array(invert(*up)[:2], dtype=float))
               - np.log(np.array(invert(*down)[:2], dtype=float))) / (2 * s)
    assert np.allclose(numeric, log_errors(*b), atol=1e-5)

# Limiting error amplification
narrow = log_errors(1, 0, g(0.1), g(0.2))
wide = log_errors(1, 0, g(100.0), g(200.0))
assert abs(narrow[1] / (5 / (2 * (0.2**2 - 0.1**2))) - 1) < 0.03
assert abs(narrow[0] / (0.2**2 / (0.2**2 - 0.1**2)) - 1) < 0.03
assert abs(wide[0] / (2 * 100 * 200 / 100) - 1) < 0.03

# Error budget and Monte Carlo test
err_R, err_n, err_W = 0.01, 0.01, 0.05
parts = np.array([log_errors(err_R, 0), log_errors(0, err_R),
                  log_errors(err_n, err_n),
                  log_errors((1 + g1) * err_W / W1, (1 + g2) * err_W / W2)])
sigma = np.sqrt((parts**2).sum(axis=0))
correlation = (parts[:, 0] * parts[:, 1]).sum() / sigma.prod()
rng = np.random.default_rng(7)
z = rng.standard_normal((4, 40000))
sample = invert(R1 * (1 + err_R * z[0]), R2 * (1 + err_R * z[1]),
                W1 + err_W * z[3], W2 + err_W * z[3],
                density * (1 + err_n * z[2]))
mc_sigma = np.array([np.std(sample[0]) / nu, np.std(sample[1]) / tau])
mc_corr = np.corrcoef(sample[0], sample[1])[0, 1]
assert np.all(abs(mc_sigma / sigma - 1) < 0.03)
assert abs(mc_corr - correlation) < 0.02

# Kinetic channel with diffuse walls and two relaxation rates
k_fermi = np.sqrt(2 * np.pi * density)
v_fermi = hbar * k_fermi / mass * 1e-6       # um/ps
E_fermi = (hbar * k_fermi)**2 / (2 * mass)   # J


def kinetic_response(width, speed, cells=1500):
    """Mean velocity/acceleration; bulk viscosity is speed^2/(4 rate)."""
    rate = speed**2 / (4 * nu_true)
    rate_ee = rate - 1 / tau_true
    h = width / cells
    nodes, wts = np.polynomial.legendre.leggauss(300)
    t = 0.5 * (nodes + 1)
    theta = 0.5 * np.pi * t**2
    angular = (2 / np.pi) * np.cos(theta)**2 * np.pi * t * 0.5 * wts
    path = speed * np.sin(theta) / rate
    loss = -np.expm1(-h / path)
    row = np.empty(cells)
    row[0] = np.sum(angular * 2 / rate * (1 - path / h * loss))
    j = np.arange(cells - 1)[:, None]
    row[1:] = np.exp(-j * h / path) @ (angular * path * loss**2 / (rate * h))
    matrix_column = -rate_ee * row
    matrix_column[0] += 1
    source = solve_toeplitz(matrix_column, np.ones(cells))
    return np.mean(source - 1) / rate_ee


kin1, kin2 = kinetic_response(W1, v_fermi), kinetic_response(W2, v_fermi)
assert abs(kinetic_response(W2, v_fermi, 750) / kin2 - 1) < 1e-3
assert abs(kinetic_response(W1, v_fermi, 750) / kin1 - 1) < 1e-3
R1_kin, R2_kin = resistance(W1, kin1), resistance(W2, kin2)
nu_kin, tau_kin, _ = (float(v) for v in
                      invert(R1_kin, R2_kin, W1, W2, density))
assert nu_kin < nu_true

# The deviation from no-slip flow must vanish linearly with mean free path
F1_true, F2_true = F(W1 / (2 * D_true)), F(W2 / (2 * D_true))
dev4 = kinetic_response(W1, 4 * v_fermi) / (tau_true * F1_true) - 1
dev16 = kinetic_response(W1, 16 * v_fermi) / (tau_true * F1_true) - 1
assert 3.3 < dev4 / dev16 < 4.7

# Slip length from the narrow channel must explain the wide channel
xa, xb = W1 / (2 * D_true), W2 / (2 * D_true)
ta, tb = np.tanh(xa), np.tanh(xb)
slip = D_true * (ta / (xa * (1 - kin1 / tau_true)) - 1) / ta
F2_slip = 1 - tb / (xb * (1 + slip / D_true * tb))
R2_slip = resistance(W2, tau_true * F2_slip)
R2_noslip = resistance(W2, tau_true * F2_true)
assert abs(R2_slip - R2_kin) < 0.25 * abs(R2_noslip - R2_kin)

# Other neglected effects
thermal = kB * temperature
degeneracy = E_fermi / thermal
chem = np.log(np.expm1(degeneracy))
energy_integral = quad(lambda y: y / (np.exp(y - chem) + 1), 0, 60)[0]
energy_rise = energy_integral / (degeneracy**2 / 2) - 1
assert abs(energy_rise / (np.pi**2 / (3 * degeneracy**2)) - 1) < 0.05
gap_rough = 1.5 * e
mass_shift = 2 * E_fermi / gap_rough
current = 1e-7
rate_2 = v_fermi**2 / (4 * nu_true)

print(f"density {density*1e-4:.2e} cm^-2; mass {mass/const.m_e:.3f} m_e")
print(f"widths {W1:.1f}, {W2:.1f} um; probe spacing {length:.0f} um")
print(f"chosen nu {nu_true:.3f} m^2/s; chosen tau {tau_true:.1f} ps")
print(f"readings R1 {R1:.0f} ohm, R2 {R2:.1f} ohm")
print(f"m/(n e^2) {drude_factor(density):.2f} ohm ps")
print(f"ratio q {R1*W1/(R2*W2):.4f}; upper limit {(W2/W1)**2:.1f}")
print(f"inferred D {D:.4f} um")
print(f"x1 {x1:.4f}, x2 {x2:.4f}")
print(f"F1 {F(x1):.4f}, F2 {F(x2):.4f}")
print(f"g1 {g1:.4f}, g2 {g2:.4f}, g1-g2 {gap:.4f}")
print(f"inferred tau {tau:.3f} ps")
print(f"inferred nu {nu:.5f} m^2/s = {nu*1e4:.1f} cm^2/s")
print(f"mobility {e*tau*1e-12/mass*1e4:.3e} cm^2/Vs")
for name, b in zip(("R1", "R2", "W1", "W2", "n"), b_unit):
    c = log_errors(*b)
    print(f"log sensitivity to {name}: nu {c[0]:+.3f}, tau {c[1]:+.3f}")
print(f"input errors: R {100*err_R:.1f} %, n {100*err_n:.1f} %, "
      f"common W {err_W:.2f} um")
for name, c in zip(("R1", "R2", "density", "common width"), parts):
    print(f"error from {name}: nu {100*c[0]:+.2f} %, tau {100*c[1]:+.2f} %")
print(f"total error: nu {100*sigma[0]:.2f} %, tau {100*sigma[1]:.2f} %")
print(f"absolute error: nu {nu*sigma[0]:.5f} m^2/s, "
      f"tau {tau*sigma[1]:.3f} ps")
print(f"correlation of nu and tau errors {correlation:+.3f}")
print(f"Monte Carlo: nu {100*mc_sigma[0]:.2f} %, "
      f"tau {100*mc_sigma[1]:.2f} %, correlation {mc_corr:+.3f}")
print(f"x=0.1,0.2: R1 amplification nu {narrow[0]:.2f}, tau {narrow[1]:.1f}")
print(f"x=100,200: R1 amplification nu {wide[0]:.1f}, tau {wide[1]:.3f}")
print(f"Fermi speed {v_fermi*1e6:.3e} m/s; energy {E_fermi/e*1e3:.2f} meV")
print(f"shear relaxation time {1/rate_2:.3f} ps")
print(f"shear mean free path {v_fermi/rate_2:.3f} um")
print(f"e-e time in kinetic model {1/(rate_2-1/tau_true):.3f} ps")
print(f"e-e time, rough hbar EF/(kT)^2 "
      f"{hbar*E_fermi/thermal**2*1e12:.1f} ps")
print(f"kinetic R1 {R1_kin:.1f} ohm, R2 {R2_kin:.2f} ohm")
print(f"no-slip fit to kinetic data: nu {nu_kin:.5f} m^2/s, "
      f"tau {tau_kin:.2f} ps")
print(f"bias: nu {100*(nu_kin/nu_true-1):+.1f} %, "
      f"tau {100*(tau_kin/tau_true-1):+.1f} %")
print(f"slip length from narrow channel {slip:.3f} um")
print(f"wide R2: slip prediction {R2_slip:.2f}, no-slip {R2_noslip:.2f} ohm")
print(f"R1 flow excess at path/4: {100*dev4:.2f} %, "
      f"path/16: {100*dev16:.2f} %")
print(f"temperature {temperature:.0f} K; kT/EF {1/degeneracy:.3f}")
print(f"thermal rise of nu at fixed shear time {100*energy_rise:.1f} %")
print(f"rough gap {gap_rough/e:.1f} eV; mass shift {100*mass_shift:.1f} %")
print(f"current {current*1e6:.1f} uA; eV/kT narrow channel "
      f"{e*current*R1/thermal:.3f}")
print("OK")
```

It prints:

```
density 3.00e+11 cm^-2; mass 0.067 m_e
widths 3.0, 12.0 um; probe spacing 60 um
chosen nu 0.030 m^2/s; chosen tau 40.0 ps
readings R1 1106 ohm, R2 121.2 ohm
m/(n e^2) 792.54 ohm ps
ratio q 2.2814; upper limit 16.0
inferred D 1.0958 um
x1 1.3689, x2 5.4756
F1 0.3583, F2 0.8174
g1 1.1537, g2 0.2233, g1-g2 0.9304
inferred tau 40.001 ps
inferred nu 0.03002 m^2/s = 300.2 cm^2/s
mobility 1.050e+06 cm^2/Vs
log sensitivity to R1: nu +1.910, tau +0.240
log sensitivity to R2: nu -0.910, tau -1.240
log sensitivity to W1: nu +4.113, tau +0.517
log sensitivity to W2: nu -1.113, tau -1.517
log sensitivity to n: nu +1.000, tau -1.000
input errors: R 1.0 %, n 1.0 %, common W 0.05 um
error from R1: nu +1.91 %, tau +0.24 %
error from R2: nu -0.91 %, tau -1.24 %
error from density: nu +1.00 %, tau -1.00 %
error from common width: nu +6.39 %, tau +0.23 %
total error: nu 6.81 %, tau 1.63 %
absolute error: nu 0.00204 m^2/s, tau 0.651 ps
correlation of nu and tau errors +0.185
Monte Carlo: nu 6.83 %, tau 1.63 %, correlation +0.190
x=0.1,0.2: R1 amplification nu 1.34, tau 83.7
x=100,200: R1 amplification nu 393.0, tau 0.990
Fermi speed 2.372e+05 m/s; energy 10.72 meV
shear relaxation time 2.132 ps
shear mean free path 0.506 um
e-e time in kinetic model 2.252 ps
e-e time, rough hbar EF/(kT)^2 2.4 ps
kinetic R1 799.2 ohm, R2 115.26 ohm
no-slip fit to kinetic data: nu 0.01539 m^2/s, tau 39.52 ps
bias: nu -48.7 %, tau -1.2 %
slip length from narrow channel 0.340 um
wide R2: slip prediction 115.11, no-slip 121.19 ohm
R1 flow excess at path/4: 11.00 %, path/16: 2.78 %
temperature 20 K; kT/EF 0.161
thermal rise of nu at fixed shear time 8.4 %
rough gap 1.5 eV; mass shift 1.4 %
current 0.1 uA; eV/kT narrow channel 0.064
OK
```
